Classifying Grain-Boundary Diffusion from Diffusion Length, Grain Size and Boundary Width

**Problem**

A polycrystal has grain size d = 1 µm and grain-boundary width δ = 0.5 nm. A tracer diffuses through the grain interiors with lattice diffusivity D = 1 × 10⁻²⁰ m²/s, and faster along the boundaries, with diffusivity Db. The sample is annealed for t = 1 × 10⁴ s. The tracer does not segregate: its concentration is the same on the two sides of each boundary face.

Harrison's classification has three limiting regimes. In type C, tracer moving along a boundary hardly leaks into the grains. In type B, it leaks far into the grains compared with δ, but the leakage zones of neighbouring boundaries remain separate. In type A, these zones overlap so thoroughly that tracer samples grains and boundaries in proportion to their volumes.

(a) Classify the anneal.

(b) Justify the length comparison by finding how much tracer, initially inside a boundary, is still there after time t.

(c) Find the range of annealing times for the same regime, and decide whether one effective diffusivity can describe the profile.

(d) Db was not given. What does it decide? Use rough values for copper to set the answer beside a real material.

**Solution**

**(a) Comparing the lengths**

Leakage out of a boundary is lattice diffusion perpendicular to it. Its characteristic length is

L = √(Dt).

Since 1 m² = 10¹⁸ nm², D = 0.01 nm²/s, and

L = √(0.01 nm²/s × 10⁴ s) = √(100 nm²) = 10 nm.

The two ratios that matter are

L/δ = 10/0.5 = 20,

L/d = 10/1000 = 0.01.

Tracer spreads into the grains over many boundary widths, but over a small part of a grain. Therefore

δ ≪ L ≪ d,

and the anneal is **type B**. The boundaries are assumed to stay in place, a condition examined in part (d).

It is convenient to define

α = δ/(2L) = 0.5/(2 × 10) = 0.025.

The factor 2 reflects the two faces through which a boundary leaks, as the next calculation shows.

**(b) Why these lengths decide the regime**

*One isolated boundary.* Let x be the distance into a grain from a boundary face. The boundary is thin and fast enough for its concentration c_b(t) to be uniform across its width. Initially c_b = c₀ and the grains are empty. Nothing varies along the boundary in this calculation, so Db does not enter.

In the grain,

∂c/∂t = D ∂²c/∂x², with c(0,t) = c_b(t).

Per unit boundary area, the boundary holds δc_b. The flux into each grain is −D ∂c/∂x at x = 0, and there are two faces. Conservation gives

δ dc_b/dt = 2D (∂c/∂x) at x = 0.

The slope is negative, so the boundary loses tracer.

Take the Laplace transform in time, with variable s, and mark transforms by a hat. Because the grain starts empty,

s ĉ = D d²ĉ/dx².

The solution that stays finite far from the boundary is

ĉ = ĉ_b exp[−x√(s/D)].

Its slope at the face is −√(s/D) ĉ_b. The transformed boundary balance is therefore

δ(s ĉ_b − c₀) = −2D√(s/D) ĉ_b = −2√(Ds) ĉ_b.

Divide by δ and define h = 2√D/δ:

(s + h√s) ĉ_b = c₀.

Let f(t) = c_b(t)/c₀ be the fraction still in the boundary, and F(s) its transform. Then

F(s) = 1/(s + h√s) = 1/[√s(√s + h)].

The corresponding function of time is

f(t) = exp(h²t) erfc(h√t).

This can be verified directly. The derivative of erfc(h√t) is −[h/√(πt)] exp(−h²t), so

df/dt = h²f − h/√(πt), with f(0) = 1.

The transform of 1/√(πt) is 1/√s. Hence

sF − 1 = h²F − h/√s,

(s − h²)F = (√s − h)/√s.

Since s − h² = (√s − h)(√s + h), division gives the required F(s).

Finally, h√t = 2√(Dt)/δ = 2L/δ = 1/α, so

f = exp(1/α²) erfc(1/α).

The single ratio α governs leakage from an isolated boundary.

*The two limits.* Put q = 1/α. For small q, erfc(q) ≈ 1 − 2q/√π, and therefore

f ≈ 1 − 2/(√π α) for α ≫ 1.

Almost all the tracer is still in the boundary: this is type C.

For large q, start from the definition of erfc and substitute u = q + v:

exp(q²) erfc(q) = (2/√π) ∫₀^∞ exp(−2qv − v²) dv.

The factor exp(−2qv) confines the integral to v of order 1/q, where v² is negligible. The integral is then 1/(2q), and

f ≈ 1/(q√π) = α/√π for α ≪ 1.

For the given anneal,

f ≈ 0.025/√π = 0.0141.

About 1.4 % of the tracer remains in the boundary. The rest has leaked into the grains, so type C is ruled out. A numerical solution with finite grains also gives 0.0141.

*Adding the neighbouring boundaries.* Now let parallel boundaries be separated by grains of width d, with the same initial tracer in each. By symmetry there is no flux through the middle of a grain, x = d/2. With κ = √(s/D), the grain solution becomes

ĉ = ĉ_b cosh[κ(d/2 − x)]/cosh(κd/2).

Its slope at x = 0 is −κ tanh(κd/2) ĉ_b. The earlier balance therefore changes to

F(s) = 1/[s + h√s tanh(κd/2)].

At long times small s matters, and tanh(κd/2) ≈ κd/2. Then

h√s × κd/2 = (2√D/δ) × √s × √(s/D) × d/2 = s d/δ,

F(s) ≈ 1/[s(1 + d/δ)] = (1/s) δ/(d + δ).

The transform of a constant g is g/s, so the fraction tends to

g = δ/(d + δ) = 0.5/1000.5 = 5.0 × 10⁻⁴.

This is the volume fraction of the boundaries in the parallel arrangement. Cubic grains of the same size have three sets of boundaries and a fraction of about 3δ/d = 1.5 × 10⁻³. Tracer has forgotten where it started, which is the mixing required for type A.

To see when the neighbours first matter, use tanh(κd/2) ≈ 1 − 2exp(−κd). To first order in the exponential, the change in F is

ΔF = 2h exp(−κd)/[√s(√s + h)²].

When √s can be neglected beside h, this is 2exp(−κd)/(h√s). Its inverse transform is

Δf ≈ [2/(h√(πt))] exp[−d²/(4Dt)].

In the same limit f ≈ α/√π = 1/(h√(πt)), so the relative change is

Δf/f ≈ 2 exp[−d²/(4L²)].

At L = d/10 this is 2exp(−25), about 3 × 10⁻¹¹. The approximation needs 4L² ≫ dδ, which holds there. At L = 10 nm that condition fails and the prefactor changes, but the exponential factor is exp(−2500). In this parallel arrangement, neighbouring boundaries have no practical influence on the given anneal.

In a polycrystal, boundaries also meet at grain edges, where their leakage zones overlap from the start. For a rough measure, take a cubic grain with its faces held at a constant concentration. Diffusion from one pair of opposite faces alone would fill a fraction u = 4L/(√π d) = 0.023 of the grain. All three pairs together fill 1 − (1 − u)³ ≈ 3u(1 − u), so the overlap lowers the uptake by only about 2 %. Type A is ruled out as well.

**(c) Time range and effective diffusivity**

The regimes merge gradually, so their edges require a convention. Here type B is taken to mean α < 0.1 and L < d/10.

At the lower edge,

δ/(2√(Dt)) = 0.1, so √(Dt) = 5δ,

t_low = 25δ²/D = 25 × 0.25 nm²/(0.01 nm²/s) = 625 s.

At the upper edge,

√(Dt) = d/10,

t_high = d²/(100D) = 10⁶ nm²/(1 nm²/s) = 1.0 × 10⁶ s,

or 11.6 days. The specified 10⁴ s, about 2.8 h, lies well inside this interval.

Times outside it show the other regimes, with D, d and δ held fixed. At t = 0.0625 s, α = 10 and the numerical solution leaves 90 % of the tracer in the boundary, which is close to type C. At 6.25 s, α = 1 and 43 % remains, which is a crossover. These two fractions illustrate the continuum equations and are not predictions for a real sample: L is then only 0.025 nm and 0.25 nm, no longer than an atomic jump, so the diffusion equation is not quantitatively reliable. At 1.0 × 10⁸ s, L = d and the fraction has reached 5.0 × 10⁻⁴, equal to g. By this measure sideways mixing is complete there; a depth profile needs longer, as noted below.

*The effective diffusivity.* Suppose mixing is complete, so that concentration is nearly uniform across grains and boundaries and varies slowly with position z along the boundaries. The average flux is the volume-weighted sum

J = −[(1 − g)D + gDb] ∂c/∂z,

which defines

Deff = (1 − g)D + gDb.

This expression is for parallel boundaries lying along the flow. In cubic grains with faces along and across the flow, two of the three sets of boundaries lie along it, so the boundary term is about twice as large. As a numerical case for the parallel arrangement, take Db = 1 × 10⁻¹³ m²/s, a rough value for copper used again below. Then

Deff ≈ 5.0 × 10⁻⁴ × 10⁻¹³ m²/s = 5.0 × 10⁻¹⁷ m²/s.

The decay rate of a long concentration wave along the boundaries, computed numerically, gives the same value to about 0.1 %. A depth profile approaches this description more slowly, because tracer keeps arriving along the boundaries and the grains lag behind. With the surface held at c₀ and L = d, the concentration averaged over a section lies 5 % below c₀ erfc[z/(2√(Deff t))] at z = √(Deff t) and 77 % above it at four times that depth. At L = 3d these differences are 0.5 % and 10 %.

This Deff cannot describe the profile after 10⁴ s. The reason appears in the mean-square displacement along z. The diffusion equation for the layered material is

∂c/∂t = ∂/∂x[D(x) ∂c/∂x] + D(x) ∂²c/∂z²,

where D(x) is Db in a boundary and D in a grain. Multiply by z² and integrate over a long sample. The x-term integrates to zero, and two integrations by parts turn z² ∂²c/∂z² into 2c. After division by the total amount of tracer,

½ d⟨z²⟩/dt = (1 − p)D + pDb,

where p is the fraction of the tracer that is in boundaries at that moment.

For tracer spread evenly over the cross-section at the start, p = g throughout, and the right side is Deff. For tracer that started in a boundary, p = f = 0.0141 after 10⁴ s, and the right side is about 1.4 × 10⁻¹⁵ m²/s. This is 28 times larger, because f/g = 28.2. The two populations would spread at the same rate if mixing were complete. Here the rate still depends on the starting place, so an averaged displacement may be given by Deff while the concentration profile is not that of a uniform medium. No other single value serves either. With the surface held at c₀ for 10⁴ s, the concentration averaged over a section is about 0.18c₀ at z = 20 nm, 0.019c₀ at 1 µm and 0.008c₀ at 5 µm. Matching an erfc profile at these depths needs diffusivities of about 1 × 10⁻²⁰, 9 × 10⁻¹⁸ and 2 × 10⁻¹⁶ m²/s.

**(d) What the boundary diffusivity decides**

The classification used D, t, d and δ. Db decides how far the boundaries carry tracer below a surface, and hence whether they matter in a measured profile.

*Penetration along one boundary.* Let the surface z = 0 be held at concentration c₀, and let one straight boundary run down from it. If the boundary concentration at some depth had been c since the start, the grain profile beside it would be c erfc[x/(2L)]. Its slope at the face is −c/√(πDt), so the flux into each grain is

D c/√(πDt) = c√[D/(πt)].

Neglect the small amount stored in the boundary. What arrives along it must then leave through its two faces:

δDb d²c/dz² = 2c√[D/(πt)].

The decaying solution is c = c₀ exp(−z/λ), with

λ² = (δDb/2)√(πt/D).

Dividing by L² = Dt gives

(λ/L)² = [δDb/(2Dt)]√(πt/D) = (Db/D) × √π δ/(2√(Dt)) = √π α Db/D.

The boundary reaches appreciably deeper than the lattice if

Db/D ≫ 1/(√π α) = 22.6.

Near this threshold the estimate is crude, since diffusion through the grains along z has been neglected. The criterion also concerns the concentration in the boundary itself. Averaged over a section through parallel boundaries, the tail is at most about 4L/(√π d) = 0.023 of c₀, and at Db/D = 226 it overtakes the lattice profile only below about 0.5 % of c₀. If Db is not much larger than D, the length comparison still says type B, but the boundaries leave no distinct deep tail.

*Copper numbers.* With Db = 1 × 10⁻¹³ m²/s, an order-of-magnitude value that depends on purity and may be too low by a factor of ten or more, Db/D = 10⁷ and

λ = 10 nm × √(√π × 0.025 × 10⁷) ≈ 6.7 µm.

A time-dependent solution for the boundary, which keeps storage and the history of the leakage but still neglects lattice diffusion along z, falls to 1/e of the surface value at 5.7 µm. The estimate is 17 % larger relative to that value. The sign of the difference follows from the approximations. At any depth the boundary concentration rises with time, so much of the tracer arrived recently and the grain profile is steeper than assumed. The leakage is therefore stronger. This history effect accounts for almost all of the difference; storage in the boundary shortens the depth by only a further 0.04 µm. The profile is not a pure exponential, and the gap grows with depth: at z = 3λ the boundary concentration is 0.019c₀, against 0.050c₀ from the estimate.

Either depth spans several grains. In a real polycrystal the path would then follow a network of connected boundaries, for which a single straight boundary gives only a rough scale. This does not alter the type, which rests on the sideways length L = 10 nm.

*Temperature.* Take a lattice activation energy Q = 2.0 eV and a prefactor D₀ = 2 × 10⁻⁵ m²/s, both rough values for copper. From D = D₀ exp[−Q/(k_B T)],

T = Q/[k_B ln(D₀/D)] = 659 K, or 386 °C.

The given D therefore corresponds to copper at roughly 400 °C. With t, d and δ fixed, the limits L = 5δ and L = d/10 correspond to D = 6.25 × 10⁻²² and 1 × 10⁻¹⁸ m²/s. The same formula turns them into a type B window from about 610 to 760 K. These temperatures carry the uncertainty of Q and D₀.

*The assumption most at risk.* Boundaries in copper can migrate. A boundary that moves by about L during the anneal begins to leave its leakage zone behind. The fixed-boundary picture therefore starts to fail at a speed of about

L/t = 10 nm/10⁴ s = 1 × 10⁻³ nm/s.

For a crude estimate of the free speed, let atoms cross the boundary in jumps of length b = 0.25 nm at a rate Db/b². Curvature with radius about d gives a pressure P = 2γ/d. With a rough boundary energy γ = 0.6 J/m², P = 1.2 MPa. For atomic volume Ω = 0.012 nm³, the energy gained per atom is PΩ, and it biases the jumps by the small fraction PΩ/(k_B T). The speed is

v ≈ b × (Db/b²) × PΩ/(k_B T) = (Db/b) PΩ/(k_B T) ≈ 630 nm/s.

This exceeds the permitted speed by a factor of about 6 × 10⁵. Even if the estimate were too high by a factor of 10⁵, free boundaries would move too fast. The type B result for copper thus requires a pinned grain structure, held for instance by particles or by the surfaces of a film. Without pinning, the classification based on fixed boundaries does not apply.

*Other departures.* A real sample has a spread of grain sizes. With the convention L < d/10, grains larger than 100 nm satisfy the upper limit for type B, and smaller ones enter the crossover towards type A. The limit is not sharp: by the cubic-grain estimate of part (b), overlap at the edges already lowers the uptake by about a fifth at 100 nm. A rough dislocation density of 10¹² m⁻² corresponds to a spacing of 1000 nm, or 100L. The diffusion zones around dislocations then remain separate too, although the spacing alone does not tell how much tracer they carry.

If the tracer did segregate, with boundary concentration a constant factor σ above that in the adjacent lattice, the boundary would hold σδ times the lattice value at its face. Replacing δ by σδ in the balance of part (b) gives α = σδ/(2L). In this anneal σ = 4 would already bring α to 0.1, the practical edge of type B, and strong segregation would move the system towards type C. The stated absence of segregation is therefore a necessary part of the data.

The computed values are collected in the numerical output below.

Table of computed values

```
Lattice diffusivity D: 1.0e-20 m2/s = 0.01 nm2/s
Annealing time t: 1e+04 s = 2.78 h
Grain size d: 1000 nm
Boundary width delta: 0.50 nm
Product D*t: 100.0 nm2
Lattice diffusion length L: 10.00 nm
L/delta: 20.0
L/d: 0.0100
alpha: 0.0250
Harrison regime: type B
Fraction left in boundary, formula: 0.01410
Fraction left in boundary, numerical: 0.01410
Small-alpha estimate alpha/sqrt(pi): 0.01410
Boundary volume fraction g: 4.9975e-04
Fraction left divided by g: 28.2
Time for alpha = 10: 0.0625 s
Numerical fraction at alpha = 10: 0.8966
Time for alpha = 1: 6.25 s
Numerical fraction at alpha = 1: 0.4276
Time for L = d: 1.00e+08 s
Numerical fraction at L = d: 4.9975e-04
Type B lower practical time: 625 s
Type B upper practical time: 1.00e+06 s = 11.6 days
Rough copper Db: 1.0e-13 m2/s
Db/D: 1.00e+07
Deff after complete mixing, formula: 4.999e-17 m2/s
Deff from wave decay: 4.994e-17 m2/s
Db/D at which boundary depth equals L: 22.6
Boundary depth, estimate: 6.66 micrometre
Boundary 1/e depth, numerical: 5.70 micrometre
Rough copper activation energy: 2.0 eV
Rough copper prefactor: 2.0e-05 m2/s
Temperature matching D: 659 K = 386 C
Type B temperature window at this t: 611 to 758 K
Rough boundary energy: 0.6 J/m2
Rough atomic volume: 0.012 nm3
Rough jump length: 0.25 nm
Capillary pressure 2*gamma/d: 1.20 MPa
Free boundary speed, crude estimate: 633 nm/s
Speed that moves a boundary by L in t: 1.0e-03 nm/s
Smallest grain within type B limit: 100 nm
Rough dislocation density: 1.0e+12 per m2
Dislocation spacing: 1000 nm
Dislocation spacing divided by L: 100
```
